# Column Lengths and the Integral-Breadth Size of Spherical Crystallites

A small crystal broadens its diffraction peaks, and the breadth is used to measure its size. The length obtained this way is an average over the crystal along one direction. This problem finds how that average is related to the diameter of a sphere, and when the relation fails.

The example is a spherical grain of diameter $D=8$ nm, a rough stand-in for a grain in a ferroelectric hafnium-zirconium oxide film about 10 nm thick. The radiation is copper K$\alpha_1$, $\lambda=0.15406$ nm, and the peak is at $2\theta=30.50^\circ$, close to the main reflection of such films.

The scattering is taken as kinematic: each part of the crystal scatters the incident wave once, and absorption within a grain is neglected. Until part (g) the crystal is strain-free, the instrument is perfect and all grains are equal. With plane spacing $d$, set

$$g=\frac{2\sin\theta}{\lambda},\qquad G=\frac1d,\qquad s=g-G ,$$

so that $s$, in nm$^{-1}$, is the distance from the peak centre. The integral breadth is the area of a peak divided by its height; it is written $\beta_s$ on the $s$ scale and $\beta$ in radians of $2\theta$.

## (a) One column

**Consider a thin column of length $L$ parallel to the scattering vector. Find its peak profile, height and area.**

At the peak centre, neighbouring planes scatter in phase. At a distance $s$ from it, material at height $z$ has the residual phase $2\pi sz$. If many planes lie in the column, the sum over planes may be replaced by an integral. Per unit density, the amplitude is

$$a(s)=\int_{-L/2}^{L/2}e^{2\pi isz}\,dz=\frac{\sin(\pi sL)}{\pi s},$$

and the intensity is

$$|a(s)|^2=\frac{\sin^2(\pi sL)}{(\pi s)^2}.$$

As $s\to0$, $\sin(\pi sL)\to\pi sL$, so the height is $L^2$. For the area, put $u=\pi sL$, so that $ds=du/(\pi L)$ and $(\pi s)^2=u^2/L^2$:

$$\int_{-\infty}^{\infty}|a|^2ds=\frac{L}{\pi}\int_{-\infty}^{\infty}\frac{\sin^2u}{u^2}\,du .$$

Integration by parts, with vanishing end terms, turns the last integral into $\int(\sin2u/u)\,du=\pi$. The area is therefore $L$, and the integral breadth of one column is $L/L^2=1/L$.

## (b) From columns to a powder peak

**Show that a crystal's columns contribute to the peak through their intensities, without interference between columns. For a sphere, include the average over orientations.**

Let $z$ lie along the scattering vector, and let the crystal be convex, so that each line along $z$ cuts it in a single column. Around a reciprocal-lattice point its amplitude is

$$A(u_x,u_y,s)=\iint a(x,y;s)\,e^{2\pi i(u_xx+u_yy)}\,dx\,dy,$$

where $a(x,y;s)$ is the amplitude of the column at $(x,y)$. If that column is not centred at $z=0$, it has an extra phase factor, which does not alter $|a|$.

Crystals of slightly different orientation bring different $u_x,u_y$ to the detector, so the intensity is integrated over these two variables. Parseval's theorem in two dimensions gives

$$I(s)\equiv\iint|A|^2du_x\,du_y=\int|a|^2dA=\int\frac{\sin^2(\pi sL)}{(\pi s)^2}\,dA ,$$

where $dA=dx\,dy$ is an element of cross-section. The cross terms between columns have integrated to zero.

This calculation uses a flat plane in reciprocal space. A true orientation average runs over a spherical shell of radius $g$. For a spherical crystal, $|A|^2=F(u)$ depends on the distance $u$ from the reciprocal-lattice point alone, and the shell can be treated in full. If $\alpha$ is the angle between the two vectors of lengths $g$ and $G$,

$$u^2=g^2+G^2-2gG\cos\alpha,\qquad u\,du=gG\sin\alpha\,d\alpha .$$

The average is therefore

$$P(g)=\frac12\int_0^\pi F\sin\alpha\,d\alpha=\frac{1}{2gG}\int_{|g-G|}^{g+G}F(u)\,u\,du .$$

On the flat plane, $u^2=s^2+u_\perp^2$, so $u_\perp du_\perp=u\,du$ and $I(s)=2\pi\int_{|s|}^\infty F\,u\,du$. Comparison gives

$$P(g)=\frac{I(g-G)-I(g+G)}{4\pi gG}.$$

The second term is a remote tail, sized in part (f). Near the peak, the powder profile is thus the column sum $I(s)$ times the slowly varying factor $1/(4\pi gG)$. For other shapes the flat plane is an approximation that improves as the crystal becomes more planes across; part (g) gives the size of its error for a cylinder.

## (c) The length measured by the breadth

**Express $1/\beta_s$ through the column lengths, and say what kind of average it is.**

Columns add in intensity, so their heights add and their areas add:

$$I(0)=\int L^2dA,\qquad \int_{-\infty}^{\infty}I\,ds=\int L\,dA=V,$$

where $V$ is the crystal's volume. Hence

$$\frac1{\beta_s}=\frac{I(0)}{\int I\,ds}=\frac{\int L^2\,dA}{\int L\,dA}\equiv L_V .$$

The columns standing on $dA$ contain the volume $L\,dA$. Writing the numerator as $\int L\,(L\,dA)$ shows that each length is weighted by the volume of material in columns of that length. Equivalently, choose a point at random in the crystal, draw the line through it along the scattering vector, and measure the chord. The mean chord is $L_V$.

The same quantity has a second form. Shift a copy of the crystal by $t$ along $z$ and let $V(t)$ be the common volume. A column overlaps its copy over a length $L-|t|$ if $|t|<L$, and otherwise not at all. Since

$$\int_{-L}^{L}(L-|t|)\,dt=2\left(L^2-\frac{L^2}{2}\right)=L^2 ,$$

summing over columns gives

$$L_V=\frac{1}{V(0)}\int_{-\infty}^{\infty}V(t)\,dt .$$

## (d) The sphere

**Evaluate $L_V$ for a sphere of diameter $D$. Confirm the answer from the common volume, and explain why it differs from $D$.**

A column at distance $r$ from the central axis has half-length $\sqrt{D^2/4-r^2}$, so

$$L^2=D^2-4r^2 .$$

Differentiation gives $2L\,dL=-8r\,dr$, or $r\,dr=-L\,dL/4$. As $r$ goes from 0 to $D/2$, $L$ falls from $D$ to 0. Reversing the limits absorbs the minus sign:

$$dA=2\pi r\,dr\;\longrightarrow\;\frac{\pi}{2}L\,dL,\qquad 0\le L\le D .$$

The two integrals are

$$\int L\,dA=\frac\pi2\int_0^DL^2dL=\frac{\pi D^3}{6},\qquad
\int L^2dA=\frac\pi2\int_0^DL^3dL=\frac{\pi D^4}{8}.$$

The first is the sphere's volume, as it must be. Their ratio is

$$\boxed{L_V=\frac{\pi D^4/8}{\pi D^3/6}=\frac34D}$$

For the second route, let $R=D/2$. The common volume of two spheres a distance $t$ apart is a lens made of two equal caps:

$$V(t)=2\int_{t/2}^{R}\pi(R^2-z^2)\,dz
=\frac{4\pi R^3}{3}-\pi R^2t+\frac{\pi t^3}{12}.$$

Dividing by $4\pi R^3/3$ and restoring $D=2R$,

$$\frac{V(t)}{V(0)}=1-\frac{3t}{2D}+\frac{t^3}{2D^3},\qquad0\le t\le D .$$

Both signs of $t$ contribute equally, so

$$L_V=2\left(D-\frac{3D}{4}+\frac{D}{8}\right)=\frac34D .$$

The deficit comes from the curved surface. The central column alone has length $D$, and it has no cross-section; every other column is shorter. The fraction of the volume in columns of length between $L$ and $L+dL$ is

$$\frac{L\,(\pi/2)L\,dL}{\pi D^3/6}=\frac{3L^2}{D^3}\,dL .$$

This favours long columns, but its mean still lies below its upper end. Weighting by cross-section instead gives

$$L_A=\frac{\int L\,dA}{\int dA}=\frac{\pi D^3/6}{\pi D^2/4}=\frac23D .$$

For the 8 nm sphere, $L_A=5.333$ nm and $L_V=6.000$ nm. Weighting by volume raises the mean, because a long column contains more material.

Two numerical tests start from the definitions. A sphere filled with a cubic grid of points, 60 grid steps across, was Fourier transformed in three dimensions; the height-to-area ratio of its peak gave $L_V/D=0.7502$. The mean chord through one million random points in a ball gave 0.7503.

## (e) The breadth on the angular scale

**Convert the result to $2\theta$, and compute the breadth and apparent size for the example.**

At fixed wavelength,

$$ds=\frac{2\cos\theta}{\lambda}\,d\theta=\frac{\cos\theta}{\lambda}\,d(2\theta).$$

Over a narrow peak $\cos\theta$ may be held at its central value. Then $\beta_s=\beta\cos\theta/\lambda$, and since $\beta_s=1/L_V$,

$$\beta=\frac{\lambda}{L_V\cos\theta}=\frac{4\lambda}{3D\cos\theta},\qquad
D=\frac43\,\frac{\lambda}{\beta\cos\theta}.$$

Here $\cos\theta=0.9648$. The height is $I(0)=\pi(8)^4/8=1608.5$ nm$^4$ and the area is $V=\pi(8)^3/6=268.08$ nm$^3$. Their ratio is 6.000 nm, so $\beta_s=0.1667$ nm$^{-1}$ and

$$\beta=\frac{0.15406}{6.000\times0.9648}=0.02661\ \text{rad}=1.525^\circ .$$

Reading $\lambda/(\beta\cos\theta)$ as a diameter would give 6.000 nm, which is 25% below the true 8.000 nm. Multiplying by $4/3$ removes the error for this model. The measured length is a correct volume-weighted column length; the error lies in calling it a diameter.

## (f) The full profile and the width at half maximum

**Derive the profile of the sphere. Can the same factor $4/3$ be used with the full width at half maximum?**

Put $k=2\pi s$. Then $\sin^2(kL/2)=(1-\cos kL)/2$ and $(\pi s)^2=k^2/4$. With $dA=(\pi/2)L\,dL$, the column sum becomes

$$I=\frac{\pi}{k^2}\int_0^DL(1-\cos kL)\,dL .$$

Integration by parts gives $\int_0^DL\cos kL\,dL=D\sin(kD)/k-(1-\cos kD)/k^2$. With $\psi=kD=2\pi sD$,

$$I(s)=\frac{\pi D^4}{\psi^2}\left[\frac12-\frac{\sin\psi}{\psi}+\frac{1-\cos\psi}{\psi^2}\right].$$

For small $\psi$ the bracket is $\tfrac12-(1-\psi^2/6)+(\tfrac12-\psi^2/24)=\psi^2/8$ to leading order, which restores $I(0)=\pi D^4/8$. For large $\psi$ the bracket tends to $1/2$, and

$$\frac{I(s)}{I(0)}\simeq\frac{4}{\psi^2}.$$

This sizes the remote term of part (b). At the peak centre $g+G=2G$. The sphere is $D/d=27.3$ planes across, so $\psi=4\pi\times27.3\approx343$, and the term is about $3\times10^{-5}$ of the peak height. The effect on the area is larger but still small: integrated over all $g>0$, $I(g-G)-I(g+G)$ has an area about 0.6% below $V$.

Setting $I(s)=I(0)/2$ and solving numerically gives a full width $w_s$ with

$$w_sD=1.107 .$$

In the example this is $1.266^\circ$ in $2\theta$, narrower than the integral breadth of $1.525^\circ$. The factor for the integral breadth is $\beta_sD=4/3$; the factor for the half-maximum width is 1.107. They are not interchangeable. Taking the size as $K\lambda/(w\cos\theta)$, with $w$ the half-maximum width in radians of $2\theta$ and a Scherrer constant $K=0.9$, gives $0.9\times8/1.1067\approx6.51$ nm, again below the diameter, but by a different amount.

## (g) Other shapes and unequal sizes

**Does the integral-breadth size fall below the true size for a cylinder, or for spheres of unequal diameter?**

Take a cylinder whose height and diameter both equal $D$. With the scattering vector along its axis, all columns have length $D$, and $L_V=D$: there is no deficit. With the scattering vector across the axis, a column at distance $y$ from the central plane has $L=\sqrt{D^2-4y^2}$, and $dA=D\,dy$. The common factor $D$ cancels:

$$L_V=\frac{\int_{-D/2}^{D/2}(D^2-4y^2)\,dy}{\int_{-D/2}^{D/2}\sqrt{D^2-4y^2}\,dy}
=\frac{2D^3/3}{\pi D^2/4}=\frac{8D}{3\pi}.$$

The denominator is the area of a circle of diameter $D$. For $D=8$ nm the two directions give 8.000 and 6.791 nm. These are column averages, which equal the sizes from the breadth only in the flat-plane approximation of part (b). With 27 planes across the grain, an orientation average over the curved shell, with the slowly varying factor of part (b) divided out, and the peak area taken as $V$, gives breadth sizes of about 7.64 and 6.65 nm, lower by about 4.5% and 2%. Using instead the area of the shell profile over all $g>0$ moves these to 7.60 and 6.67 nm. In both directions the error shrinks slowly, roughly as the inverse square root of the number of planes. The factor $3/4$ found for the sphere therefore does not hold for every shape.

Now take spheres of different diameters that scatter independently. Heights and areas add over the grains. With $\langle\cdot\rangle$ an average over the number of grains,

$$L_V=\frac{\langle\pi D^4/8\rangle}{\langle\pi D^3/6\rangle}
=\frac34\,\frac{\langle D^4\rangle}{\langle D^3\rangle}.$$

The last ratio is the volume-weighted mean diameter, so the factor $3/4$ survives relative to that mean. It need not hold relative to the number mean $\langle D\rangle$, because large grains dominate the peak.

For a lognormal distribution, $\ln D$ is normal with mean $\mu$ and standard deviation $\sigma$, and $\langle D^n\rangle=\exp(n\mu+n^2\sigma^2/2)$. Then

$$\frac{\langle D^4\rangle}{\langle D^3\rangle}=e^{\mu+7\sigma^2/2},\qquad
\langle D\rangle=e^{\mu+\sigma^2/2},$$

and therefore

$$L_V=\frac34\langle D\rangle e^{3\sigma^2}.$$

This equals $\langle D\rangle$ when $e^{3\sigma^2}=4/3$, that is, at $\sigma=\sqrt{\ln(4/3)/3}=0.310$. With $\langle D\rangle$ held at 8 nm:

- for $\sigma=0.2$, $L_V=6.765$ nm, below the number mean;
- for $\sigma=0.3$, $L_V=7.86$ nm, close to it;
- for $\sigma=0.4$, $L_V=9.70$ nm, above it.

In the last case the volume-weighted mean diameter is 12.93 nm, and $L_V$ is still three quarters of that. A comparison with grain sizes counted in a micrograph must therefore state which mean was taken.

## (h) What a real measurement adds

**Estimate how uncorrected broadening and a finite angular range change the 6.000 nm of the example. Which assumption is most doubtful for a thin film?**

An extra broadening convolves $I(s)$ with a symmetric function $h(s)$ of unit area. The peak area stays $V$, while the height becomes $\int I\,h\,ds$. Because $I(s)$ is the Fourier transform of $V(t)$, the apparent length is

$$L_{\rm app}=\frac1V\int_{-\infty}^{\infty}V(t)\,H(t)\,dt,$$

where $H$ is the transform of $h$. If $h$ has integral breadth $b$, then $H=e^{-\pi b^2t^2}$ for a Gaussian and $H=e^{-2b|t|}$ for a Lorentzian. Both are below 1 for $t\ne0$, so uncorrected broadening lowers the apparent size.

Each effect below acts alone on the 8 nm sphere:

- A Gaussian instrument breadth of $0.2^\circ$ gives 5.94 nm.
- A microstrain $\varepsilon=0.5\%$, defined by the breadth $4\varepsilon\tan\theta=0.312^\circ$, gives 5.85 nm if Gaussian and 5.22 nm if Lorentzian. At this equal breadth, the Lorentzian lowers the size about five times as much as the Gaussian.
- Two equal peaks $0.3^\circ$ apart, treated as one, give 5.78 nm. This imitates unresolved reflections of two phases.

A finite angular range acts in the opposite direction. From part (f), the mean tail is $I\simeq D^2/(8\pi s^2)$. The area beyond $\pm W$, relative to $V$, is

$$\frac{2}{V}\int_W^\infty\frac{D^2}{8\pi s^2}\,ds=\frac{D^2}{4\pi W}\,\frac{6}{\pi D^3}=\frac{3}{2\pi^2WD}.$$

A range of $\pm3^\circ$ in $2\theta$ means $W=0.0524\times0.9648/0.15406=0.328$ nm$^{-1}$, so about 5.8% of the area is lost. The apparent size should rise to about $6.00/(1-0.058)=6.37$ nm, and numerical integration gives 6.37 nm. A background drawn through the ends of this range removes more of the true tail, and the value becomes 6.72 nm. An agreeable size can thus result from errors that partly cancel.

Two approximations made earlier matter much less here. Over the same range without background subtraction, the true angular scale, the factor $1/g$ and the polarization factor $1+\cos^2 2\theta$ together change the size by about 0.003 nm. Replacing the continuous sphere by a simple cubic lattice with the same plane spacing gives between 5.98 and 6.02 nm, depending on where the lattice is placed in the sphere; this is a stand-in for the real crystal structure.

For a hafnium-zirconium oxide film about 10 nm thick, a diameter of 8 nm is a plausible rough value, but the spherical shape is doubtful. Grains can be cut off by the electrodes and can extend through the film. If the scattering vector is along the film normal, such a grain is closer to the cylinder seen along its axis. At a fixed height and diameter of 8 nm, that change of shape moves $L_V$ from 6.00 to 8.00 nm, and multiplying by $4/3$ would then give 10.67 nm, an overestimate. With the curved-shell correction of part (g), the diameter inferred from the breadth would be about 10.2 nm, still too large. At grazing incidence the scattering vector is tilted from the normal, and the columns cross the grain obliquely. For the 8 nm cylinder, a tilt of $15^\circ$ lowers $L_V$ from 8.00 to about 7.3 nm. The orthorhombic and tetragonal phases also have close main reflections, so a single fitted peak may contain both. If the monoclinic phase is present, its two strong reflections, near $28.3^\circ$ and $31.5^\circ$, also fall inside the $\pm3^\circ$ range used above. The factor $4/3$ should therefore be applied when there is separate evidence for roughly equiaxed, rounded grains, and after the other broadening has been removed. Otherwise the safer quantity to report is $L_V$ itself, with its direction.

## Computed results

```
INPUTS (rough typical values)
sphere diameter D = 8.00 nm
Cu K-alpha1 wavelength = 0.15406 nm
peak position 2theta = 30.50 deg
cos(theta) = 0.9648
plane spacing d = 0.2929 nm
planes across the sphere D/d = 27.3
MAIN RESULT
sphere volume = 268.08 nm^3
peak height I(0) = 1608.5 nm^4
L_V from profile quadrature = 6.0000 nm
L_V from common volume = 6.0000 nm
L_V/D from 3D Fourier transform = 0.7502
L_V/D from random points = 0.7503
area-weighted L/D, random columns = 0.6662
area-weighted mean column = 5.333 nm
integral breadth in s = 0.1667 1/nm
integral breadth in 2theta = 0.02661 rad
integral breadth in 2theta = 1.525 deg
apparent size = 6.000 nm
recovered diameter = 8.000 nm
HALF-MAXIMUM WIDTH
FWHM in 2theta = 1.266 deg
sphere constant FWHM_s * D = 1.1067
size from FWHM with K = 0.9: 6.506 nm
NEGLECTED EFFECTS: apparent size, ideal value 6.000 nm
instrument 0.2 deg, Gaussian: 5.937 nm
microstrain = 0.50 %, breadth 0.312 deg
microstrain, Gaussian: 5.849 nm
microstrain, Lorentzian: 5.217 nm
two phases 0.3 deg apart: 5.777 nm
window +/-3.0 deg: 6.372 nm
same, end background removed: 6.723 nm
same window, angle factors, no background: 6.370 nm
discrete planes (simple cubic): 6.003 nm
GRAIN SHAPE: cylinder, height = diameter = D
along axis: 8.000 nm (Fourier ratio 1.0000)
across axis: 6.791 nm (Fourier ratio 0.8496)
SIZE DISTRIBUTION: lognormal, number mean 8.0 nm
sigma = 0.2: L_V = 6.765 nm, volume-mean D = 9.020 nm
sigma = 0.3: L_V = 7.860 nm, volume-mean D = 10.480 nm
sigma = 0.4: L_V = 9.696 nm, volume-mean D = 12.929 nm
L_V equals number mean at sigma = 0.3097
```
